# Reading a dielectric eigenvalue from alternating residuals in linear mixing

## The question

A self-consistent electronic-structure calculation for a metal is run with linear density mixing. From an input density $n_{\rm in}$ the code builds the potential, solves for the electron states, and obtains an output density $F[n_{\rm in}]$. The residual and the next input are

$$r=F[n_{\rm in}]-n_{\rm in},\qquad n_{\rm new}=n_{\rm in}+\alpha r,\qquad \alpha=0.1 .$$

There is no preconditioner, $\alpha$ is constant, and the number of electrons is fixed. Late in the run, the component of the residual along one slowly varying density wave is halved and changes sign at every iteration.

Use Hartree atomic units in the derivations. Unless stated otherwise, the electrons interact through the Hartree potential alone.

## Part (a): the law of the residual

**Question.** Show that close to the solution the residual obeys $r_{\rm new}=(1-\alpha\varepsilon)r$, identify $\varepsilon$, and show that its eigenvalues are real and at least 1.

**Answer.** Let $n_*$ be the self-consistent density, so that $F[n_*]=n_*$, and write $n_{\rm in}=n_*+\delta$ with small $\delta$. The error changes the Hartree potential by $v\delta$. For a wave of wave number $q$, $v=4\pi/q^2$. The electrons respond to this change of their total potential with the density change $\chi_0v\delta$, where $\chi_0$ is the static response of independent electrons. To first order,

$$F[n_*+\delta]=n_*+\chi_0v\delta .$$

Subtracting the input gives

$$r=\chi_0v\delta-\delta=-\varepsilon\delta,\qquad \varepsilon=1-\chi_0v .$$

The new error is $\delta_{\rm new}=\delta+\alpha r=(1-\alpha\varepsilon)\delta$. The new residual is therefore

$$r_{\rm new}=-\varepsilon(1-\alpha\varepsilon)\delta=(1-\alpha\varepsilon)(-\varepsilon\delta)=(1-\alpha\varepsilon)r,$$

because $\varepsilon$ commutes with $1-\alpha\varepsilon$.

The dielectric matrix that acts on potentials is $1-v\chi_0$. It has the same eigenvalues: if $(1-\chi_0v)u=\lambda u$, multiplication by $v$ from the left gives $(1-v\chi_0)(vu)=\lambda(vu)$. The uniform component, for which $4\pi/q^2$ is undefined, is absent because the electron number is fixed.

For the eigenvalues we need the sign of $\chi_0$. The free energy $A[V]$ of independent electrons in a potential $V$ is the minimum, over all states with the given electron number, of an expression linear in $V$. A minimum of linear functions is concave. Since the first derivative of $A$ with respect to $V$ is the density, its second derivative is $\chi_0$, and concavity means that $-\chi_0$ has no negative eigenvalue. Now

$$v^{1/2}\varepsilon v^{-1/2}=1+v^{1/2}(-\chi_0)v^{1/2}.$$

The right side is symmetric, and its second term has no negative eigenvalue. Its eigenvalues, which are those of $\varepsilon$, are real and at least 1.

Physically, a density error $\delta$ provokes an opposing response $\chi_0v\delta$. A large $\lambda$ means that the output overshoots far to the other side of the solution. Mixing must take only a small part of that output.

## Part (b): eigenvalue and stability limit

**Question.** Find the dielectric eigenvalue of the observed mode and the range of $\alpha$ for which this mode converges. What would change if the residual were halved without changing sign?

**Answer.** For an eigenmode with eigenvalue $\lambda$, part (a) gives the factor per iteration

$$\rho=1-\alpha\lambda\quad\Longrightarrow\quad \lambda=\frac{1-\rho}{\alpha}.$$

Halving with reversal means $\rho=-0.5$, so

$$\lambda=\frac{1-(-0.5)}{0.1}=\frac{1.5}{0.1}=15 .$$

The mode decays if $|1-\alpha\lambda|<1$, that is, $-1<1-\alpha\lambda<1$. Subtracting 1 and reversing the signs gives $0<\alpha\lambda<2$, hence

$$0<\alpha<\frac{2}{\lambda}=\frac{2}{15}=0.133 .$$

At the upper limit $\rho=-1$: in the linear regime the error alternates with constant size. Above it, each overshoot exceeds the previous one as long as the error remains small enough for linear response.

With $\rho=+0.5$ the same formulas give $\lambda=0.5/0.1=5$ and a limit of $0.4$. The norm of the residual is halved in both cases, so the norm alone cannot distinguish them. The sign must be recorded.

The inference is not very sensitive to reading errors. At fixed $\alpha$, $|\Delta\lambda|=|\Delta\rho|/\alpha$, so an error of 0.01 in the ratio shifts the eigenvalue by 0.10.

In a uniform system each density wave is an eigenmode, and its Fourier component can be used directly. In a non-uniform system the clean projection uses the left eigenvector $\ell$, with $\ell\varepsilon=\lambda\ell$. Then $\ell r_{\rm new}=(1-\alpha\lambda)\,\ell r$, whatever other modes are present. A plain Fourier component generally mixes several modes, and its ratio approaches $1-\alpha\lambda$ when the mode in question comes to dominate it. A ratio that stays constant over several iterations shows that a single factor dominates, but not which mode it belongs to; a more slowly decaying mode can take over the component later.

## Part (c): what the total residual can say

**Question.** A colleague claims that the late total residual always reveals the largest eigenvalue. Assess the claim. If the total residual itself is halved and reversed at late times, what follows for the other modes present?

**Answer.** Expand the initial residual in eigenmodes $u_j$ with coefficients $b_j$. After $m$ iterations

$$r^{(m)}=\sum_j b_j(1-\alpha\lambda_j)^m u_j .$$

The slowest decay belongs to the excited mode with the largest $|1-\alpha\lambda_j|$. This may be a mode with a large $\lambda$, which overshoots, or one with a small $\lambda$, which is barely corrected. The claim is false in general.

If the factor $-0.5$ persists in the total residual, no other excited mode may decay more slowly:

$$|1-0.1\lambda_j|\le0.5\;\Longrightarrow\;0.5\le0.1\lambda_j\le1.5\;\Longrightarrow\;5\le\lambda_j\le15 .$$

The end point 5 itself is excluded, because such a mode would be halved without reversing and the total residual would not simply change sign. Within this excited set 15 is indeed the largest eigenvalue. A mode that was never excited, for instance because of symmetry, is not covered. If it has $\lambda>15$, the limit of the whole calculation lies below 0.133.

The lower bound of 5 is a severe condition. Density waves of short wavelength have small $v=4\pi/q^2$ and eigenvalues near 1, hence factors near $1-0.1=+0.9$. Let such a wave start with residual amplitude $b_s$ and the wave with $\lambda=15$ with $b_l$. They become equal when $|b_s|\,0.9^m=|b_l|\,0.5^m$, or

$$m=\frac{\ln|b_l/b_s|}{\ln(0.9/0.5)} .$$

Since $0.9>0.5$, even a weak short-wave error eventually dominates, and because $m$ grows only logarithmically with the initial ratio, a weaker start delays the crossover only moderately. The observation in the question therefore concerns the long-wave component, or the interval before this crossover.

## Part (d): a metal cell with this eigenvalue

**Question.** Model the metal as a uniform electron gas with Fermi wave number $k_F$ at zero temperature. Derive its dielectric eigenvalue for a wave of wave number $q$. Estimate the cell length $L$ for which the longest wave, $q=2\pi/L$, has $\lambda=15$. Take an aluminium-like density of $1.806\times10^{23}\ {\rm cm^{-3}}$, for which the Fermi energy is 11.65 eV.

**Answer.** Apply a weak total potential $V\cos qz$. It couples the plane wave $\mathbf k$ to $\mathbf k\pm q\hat z$, each with matrix element $V/2$. First-order perturbation theory gives, up to normalization,

$$\psi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}\left[1-\frac V2\sum_{\pm}\frac{e^{\pm iqz}}{E_{\mathbf k\pm q}-E_{\mathbf k}}\right].$$

Squaring and keeping first order,

$$|\psi_{\mathbf k}|^2=1-V\cos(qz)\sum_\pm\frac1{E_{\mathbf k\pm q}-E_{\mathbf k}} .$$

We sum over occupied states with a factor 2 for spin. The two signs contribute equally, since $\mathbf k\to-\mathbf k$ exchanges them. With $E_{\mathbf k+q}-E_{\mathbf k}=q^2/2+qk_z$,

$$-\chi_0=4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac1{q^2/2+qk_z}.$$

At fixed $k_z$ the occupied disc has area $\pi(k_F^2-k_z^2)$, so

$$-\chi_0=\frac1{2\pi^2q}\int_{-k_F}^{k_F}\frac{k_F^2-k_z^2}{k_z+q/2}\,dk_z .$$

The pole at $k_z=-q/2$ is taken as a principal value: it joins two states of equal energy and equal occupation, whose contributions cancel. To integrate, write

$$k_F^2-k_z^2=-(k_z+q/2)(k_z-q/2)+k_F^2-q^2/4 .$$

The first term, divided by $k_z+q/2$, integrates to $qk_F$. The remainder gives a logarithm. With $x=q/(2k_F)$,

$$-\chi_0=\frac{k_F}{\pi^2}S(x),\qquad S(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .$$

Multiplication by $v=4\pi/q^2$ yields the Lindhard result

$$\lambda(q)=1+\frac{4k_F}{\pi q^2}S(x).$$

For small $x$ the logarithm is $2(x+x^3/3+\dots)$, so $S\simeq\frac12+\frac12(1-x^2)(1+x^2/3)\simeq1-x^2/3$. Setting $S=1$ is the Thomas–Fermi approximation:

$$\lambda\simeq1+\frac{k_{TF}^2}{q^2},\qquad k_{TF}^2=\frac{4k_F}{\pi}.$$

The given Fermi energy is 0.428 hartree. Thus $k_F=\sqrt{2\times0.428}=0.925$ and $k_{TF}=\sqrt{4\times0.925/\pi}=1.085$ in inverse bohr. Setting $k_{TF}^2/q^2=14$,

$$L=\frac{2\pi\sqrt{14}}{k_{TF}}=\frac{23.51}{1.085}=21.7\ \text{bohr}\simeq1.15\ {\rm nm}.$$

Solving with the full $S(x)$ gives 1.1508 nm.

The value 15 is thus not a material constant of the metal. In this model $\lambda-1$ grows nearly as $L^2$ for long cells, because a longer charge wave creates a stronger potential. The resulting back-and-forth motion of charge from one iteration to the next is called charge sloshing.

## Part (e): interpreting a self-consistent run

**Question.** The cell of part (d) is iterated at $\alpha=0.1$, with the band energies and states recomputed each time and a smearing energy $k_BT=0.272$ eV. A small error is placed in the longest wave. Its residual, divided by the first one, is:

| Iteration | Relative residual |
|---|---|
| 0 | $+1.00000$ |
| 1 | $-0.49936$ |
| 2 | $+0.24936$ |
| 3 | $-0.12452$ |
| 4 | $+0.06218$ |

Infer $\lambda$ and the stability limit. Predict the size of the residual after 20 steps at $\alpha=0.130$ and at $\alpha=0.137$.

**Answer.** The ratio is $\rho=-0.49936$ throughout, so

$$\lambda=\frac{1.49936}{0.1}=14.994,\qquad \alpha_{\max}=\frac2{14.994}=0.1334 .$$

The zero-temperature formula gives 15.000 for this cell. The difference of 0.006 is 0.04% of the eigenvalue; it comes from the smearing, which lowers $\lambda-1$ by about the fraction $(\pi^2/12)(k_BT/E_F)^2=4.5\times10^{-4}$, or $14\times4.5\times10^{-4}\simeq0.006$.

Two tests do not presuppose the law of part (a). Differentiating the output density numerically with respect to the input density gives a matrix $J$, and the largest eigenvalue of $1-J$ is 14.994. Varying $\alpha$ until the residual of the actual iteration neither grows nor shrinks gives a limit of 0.13339.

For the two requested values,

$$|1-0.130\times14.994|^{20}=0.949^{20}\simeq0.35,$$

$$|1-0.137\times14.994|^{20}=1.054^{20}\simeq2.9 .$$

The runs give 0.352 and 2.869. A change of $\alpha$ by only 0.007 separates slow decay from growth. Near the limit both are gradual: the residual changes by about 5% per iteration in these two runs. The growth law itself holds only while the error remains small enough for linear response.

The second harmonic, started alone at $\alpha=0.1$, has the ratio $+0.559$. Its eigenvalue is $(1-0.559)/0.1=4.41$. In magnitude its decay resembles that of the longest wave, yet its own stability limit is $2/4.41=0.45$. This is the sign ambiguity of part (b) within a single cell.

## Part (f): an error in all waves, and the best constant mixing

**Question.** The run is repeated with equal small density errors in the first eight harmonics. Define the signed ratio of successive total residuals as $R=(r_{\rm new}\cdot r)/(r\cdot r)$. It develops as follows:

| Iteration | $R$ |
|---|---|
| 0 | $-0.344$ |
| 2 | $-0.010$ |
| 4 | $+0.567$ |
| 8 | $+0.857$ |
| 60 | $+0.891$ |

Explain the change of sign. The eight waves have eigenvalues from 1.056 to 14.994. Which constant $\alpha$ gives the best worst-case decay, and how much is gained over $\alpha=0.1$?

**Answer.** In the uniform gas the waves are orthogonal eigenmodes. If $r_j$ is the amplitude of wave $j$ and $\rho_j=1-\alpha\lambda_j$, then

$$R=\frac{\sum_j\rho_jr_j^2}{\sum_jr_j^2}.$$

Thus $R$ is an average of the individual factors, weighted by the squared residuals. Since $r_j=-\lambda_j\delta_j$, equal density errors give the longest wave the largest initial weight, and $R$ starts negative. That wave then loses a factor of about 4 in squared residual per iteration, while the slowest wave keeps $0.894^2=0.80$ of its own. The weight moves to the short waves and $R$ becomes positive.

The value near zero at iteration 2 does not signal convergence. It means that successive residuals are nearly orthogonal. At late times $R$ approaches the slowest factor from below:

$$1-0.1\times1.056=0.894 .$$

Meanwhile the longest wave, examined separately at iteration 7 of this same run, still has the ratio $-0.499$. The eigenvalue of 15 remains readable there after the total residual has ceased to show it.

For the best $\alpha$, note that $|1-\alpha\lambda|$ is a convex function of $\lambda$, so its maximum over the spectrum lies at one of the ends. Increasing $\alpha$ improves the lower end, with factor $1-\alpha\lambda_{\min}$, until the overshoot $\alpha\lambda_{\max}-1$ at the upper end becomes equally large. Equating the two,

$$1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1\;\Longrightarrow\;\alpha_{\rm best}=\frac2{\lambda_{\min}+\lambda_{\max}} .$$

Inserting this in $1-\alpha\lambda_{\min}$ gives the worst factor

$$1-\frac{2\lambda_{\min}}{\lambda_{\min}+\lambda_{\max}}=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}} .$$

Here

$$\alpha_{\rm best}=\frac2{16.050}=0.1246,\qquad \frac{13.938}{16.050}=0.868 .$$

At $\alpha=0.1$ the worst factor is 0.894. Reducing the slowest component tenfold takes $\ln10/|\ln0.868|\simeq16.3$, that is, 17 whole iterations instead of 21. The gain is modest because 0.1 already lies close to the best value, and the upper end of the spectrum forbids a much larger one. The lower end 1.056 reflects the restriction to eight waves. If shorter waves also carry errors, $\lambda_{\min}\to1$, $\alpha_{\rm best}\to2/15.994=0.125$, the worst factors become 0.875 and 0.900, and the counts become 18 and 22 iterations.

## Part (g): transfer to a real calculation

**Question.** Discuss whether $\alpha=0.133$ may be adopted as the limit for a calculation on real aluminium. Consider exchange and correlation, temperature, the atomic planes, the cell length and preconditioning.

**Answer.** The density used here follows from four atoms with three valence electrons each in a cubic cell of about 0.405 nm, a rough value for aluminium. The length of 1.1508 nm, however, was chosen to produce the eigenvalue 15 and is not a whole number of atomic layers. Six (200) layers occupy $3\times0.405=1.215$ nm. The same electron-gas model then gives $\lambda=16.61$ and a limit of 0.120. At $\alpha=0.133$ the longest wave would acquire the factor $1-0.133\times16.61=-1.21$, so a small error in it would grow instead of decaying. This cell is less than 6% longer, and far less would suffice: $\alpha=0.133$ fails once $\lambda$ exceeds $2/0.133=15.04$, which with $\lambda-1\propto L^2$ needs a lengthening of only about 0.2%.

The other changes were examined at the original length. With an exchange-correlation kernel $f$, the potential error is $(v+f)\delta$ and $\varepsilon=1-\chi_0(v+f)$. For one wave in the uniform gas,

$$\lambda_{xc}=1-\chi_0v\left(1+\frac fv\right)=1+(\lambda-1)\left(1+\frac fv\right).$$

The local-density kernel with Slater exchange and VWN correlation is negative here and lowers the eigenvalue to 14.63, by 2.4%. The limit for this mode rises to 0.137. The bound $\lambda\ge1$ of part (a) relied on the Hartree kernel and need not survive a negative $f$, which matters most for short waves, where $v$ is small.

Doubling the smearing energy from 0.272 eV changes $\lambda$ from 14.994 to 14.974. The thermal energy at room temperature is roughly 0.03 eV, and the zero-temperature value is 15.000, so temperature is unimportant for this mode in the model. Adding a total potential with six planes per cell and an assumed cosine amplitude of 1 eV gives 14.954, a reduction of 0.3%. Those planes are 0.192 nm apart, compared with 0.2025 nm in the six-layer cell. This is the effect of one assumed set of planes and should not be read as the size of the lattice effect in aluminium. The (200) component of empirical aluminium pseudopotentials corresponds to a cosine amplitude nearer 1.5 eV, and equivalent planes lie along the other cube directions. A three-dimensional nearly-free-electron potential of that strength lowers the eigenvalue by roughly 2%, comparable to the exchange-correlation shift.

Vacuum, surfaces and density waves within the planes are absent from the model, so its limit should not be transferred to a thin-film calculation containing vacuum. There the ratio must be read from the run itself.

Finally, suppose the code applies a linear preconditioner $P$, so that $n_{\rm new}=n_{\rm in}+\alpha Pr$. Then $\delta_{\rm new}=\delta+\alpha Pr$, and multiplying by $-\varepsilon$ gives

$$r_{\rm new}=r-\alpha\varepsilon Pr=(1-\alpha\varepsilon P)r .$$

A ratio of $-0.5$ at $\alpha=0.1$ would still imply an eigenvalue of 15 and a limit of 0.133, but the eigenvalue would belong to $\varepsilon P$, not to the dielectric matrix. The stability limit remains useful for that preconditioned iteration; the dielectric interpretation does not.

The numerical output below lists the values used in parts (d) to (g).

## Computed values

```
lattice constant (rough input): 0.405 nm
electron density: 1.806e+23 cm^-3
Fermi energy: 11.65 eV
smearing kT: 0.272 eV
cell length for eigenvalue 15: 1.1508 nm
mixing parameter: 0.100
longest-wave start: iteration, residual / first residual
  0  +1.00000
  1  -0.49936
  2  +0.24936
  3  -0.12452
  4  +0.06218
  5  -0.03105
  6  +0.01550
signed late ratio: -0.49936
inferred eigenvalue: 14.994
Lindhard eigenvalue: 15.000
finite-difference largest eigenvalue: 14.994
finite-difference smallest eigenvalue (8 waves): 1.056
ideal ratio -0.5: eigenvalue 15.000
ideal ratio -0.5: stability limit 0.1333
ideal ratio +0.5: eigenvalue 5.000
ideal ratio +0.5: stability limit 0.4000
stability limit found by mixing runs: 0.13339
residual size after 20 steps at 0.130: 0.352 of first
residual size after 20 steps at 0.137: 2.869 of first
second harmonic: ratio +0.5590, eigenvalue 4.410
all-harmonics start: iteration, signed ratio of total residual
  0  -0.3439
  2  -0.0096
  4  +0.5673
  8  +0.8572
  20  +0.8821
  60  +0.8913
same run, longest wave only, iteration 7: -0.4994
best constant mixing parameter: 0.1246
slowest factor at the best parameter: 0.8684
slowest factor at 0.1: 0.8944
eigenvalue error for ratio error 0.01: 0.10
eigenvalue with LDA (Slater, VWN) kernel: 14.627
stability limit of this mode with that kernel: 0.1367
eigenvalue with doubled smearing: 14.974
plane potential, cosine amplitude: 1.00 eV
plane spacing in that test: 0.1918 nm
largest eigenvalue with plane potential: 14.954
cell of six (200) layers: 1.215 nm
its eigenvalue: 16.612
its stability limit: 0.1204
```
